# Pairs from one photon: energy limit and first momentum correction

## The situation

A violet photon of energy 3 eV, with a vacuum wavelength of 413 nm, is absorbed in a semiconductor whose gap is 0.67 eV. Absorption lifts one electron across the gap and leaves one hole. This first pair costs 0.67 eV, so the remaining 2.33 eV appears as kinetic energy of the two carriers. A fast carrier can spend part of its energy on lifting another electron across the gap. This process is impact ionisation, the reverse of Auger recombination. How many pairs can a single photon supply?

Energy conservation alone gives a ceiling. The collisions must also conserve momentum, and this raises the cost of each new pair. The extra cost is small when the electron is much lighter than the hole, so the mass ratio provides an expansion parameter.

## The energy limit

Let $E_{\rm ph}$ be the photon energy, $E_g$ the gap and $N$ the number of pairs, including the first. The crystal is initially cold, no electric field acts on it, and the attraction between carriers is neglected. Each pair then costs at least $E_g$, and

$$
E_{\rm ph}=N E_g+T,\qquad T\ge 0,
$$

where $T$ is the final kinetic energy of all carriers plus any energy given to the lattice. Since $T$ cannot be negative, $N\le E_{\rm ph}/E_g$. Since $N$ is an integer,

$$
N_{\max}=\left\lfloor \frac{E_{\rm ph}}{E_g}\right\rfloor .
$$

The brackets mean rounding down, because a fraction of a gap creates no pair. Here

$$
\frac{3.00}{0.67}=4.478,\qquad N_{\max}=4 .
$$

Four pairs require $4\times0.67=2.68$ eV and leave a surplus of 0.32 eV. Five would require 3.35 eV, which is 0.35 eV too much. For this photon the answer is four for every gap satisfying

$$
\frac{E_{\rm ph}}{5}<E_g\le\frac{E_{\rm ph}}{4},
\qquad\text{or}\qquad 0.60\ \text{eV}<E_g\le0.75\ \text{eV}.
$$

An error of a few hundredths of an eV in the gap of 0.67 eV therefore does not change this energy limit.

Total momentum does not forbid the four-pair state. In a direct-gap crystal, put two electrons of opposite spin at wavevector $+\mathbf k$ and two at $-\mathbf k$, all lifted vertically from the valence band. Choose $\mathbf k$ so that each pair has energy $3.00/4=0.75$ eV. The total energy is 3 eV and the total crystal momentum is zero, which matches the photon if its small momentum is neglected. The existence of this final state does not show that a sequence of real collisions can reach it.

## One collision with momentum conserved

Take isotropic parabolic bands with a direct gap, and let $m_e$ and $m_h$ be the electron and hole masses. Kinetic energies are measured from the band edges. Define

$$
r=\frac{m_e}{m_e+m_h},\qquad 0<r<1 .
$$

An electron of momentum $\mathbf p$ and kinetic energy $E=p^2/2m_e$ creates a pair. Afterwards one electron has momentum $\mathbf p_1$ and energy $E'=p_1^2/2m_e$. The other electron and the hole share the momentum $\mathbf p-\mathbf p_1$. What is the largest possible $E'$?

For a given shared momentum, two particles have the least kinetic energy when they move with the same velocity. They then act as one body of mass $m_e+m_h$, with energy

$$
\frac{|\mathbf p-\mathbf p_1|^2}{2(m_e+m_h)}
=r\,\frac{|\mathbf p-\mathbf p_1|^2}{2m_e}.
$$

For a given $p_1$ this is smallest when $\mathbf p_1$ is parallel to $\mathbf p$, where it equals $r(\sqrt E-\sqrt{E'})^2$. Any allowed collision therefore satisfies

$$
E'+r\left(\sqrt E-\sqrt{E'}\right)^2\le E-E_g .
$$

Set $x=\sqrt{E'}$, expand the square and collect powers of $x$:

$$
(1+r)x^2-2r\sqrt E\,x-(1-r)E+E_g\le0 .
$$

The largest allowed $x$ is the upper root of the quadratic. One quarter of its discriminant is

$$
r^2E+(1+r)\left[(1-r)E-E_g\right]
=r^2E+(1-r^2)E-(1+r)E_g
=E-(1+r)E_g .
$$

Hence

$$
\sqrt{E'}=\frac{r\sqrt E+\sqrt{E-(1+r)E_g}}{1+r}.
$$

The root is real if $E\ge E_{\rm th}$, with

$$
E_{\rm th}=(1+r)E_g .
$$

This is the ionisation threshold for an electron. It exceeds the gap because the final particles must carry the initial momentum and cannot all be at rest. For a hole the two masses change places, $r$ becomes $1-r$, and the threshold is $(2-r)E_g$.

## Leading order: a very light electron

Let $r\to0$ with $E$ and $E_g$ fixed and $E>E_g$. The result becomes

$$
E'\simeq E-E_g .
$$

A very heavy hole can absorb momentum at almost no cost in energy, so each collision costs one gap.

The first pair must be treated in the same way. Vertical absorption gives the electron and hole equal and opposite momenta, so their kinetic energies are in the ratio $1/m_e:1/m_h$. The electron receives the fraction

$$
\frac{1/m_e}{1/m_e+1/m_h}=\frac{m_h}{m_e+m_h}=1-r .
$$

Let $E_j$ be the largest energy of the fastest electron after $j$ collisions. It starts with

$$
E_0=(1-r)(E_{\rm ph}-E_g).
$$

At leading order the electron takes all the excess, and

$$
E_j^{(0)}=E_{\rm ph}-(j+1)E_g .
$$

For the example this gives 2.33, 1.66, 0.99 and 0.32 eV for $j=0,1,2,3$. The first three energies exceed the gap, so three collisions can follow the absorption, which allows four pairs in total. The collision chain reaches the energy limit.

## The first correction

Now keep terms linear in $r$. For fixed $E>E_g$,

$$
\sqrt{E-E_g-rE_g}
=\sqrt{E-E_g}-\frac{rE_g}{2\sqrt{E-E_g}}+O(r^2),
\qquad \frac1{1+r}=1-r+O(r^2).
$$

Inserting both into $\sqrt{E'}$ gives

$$
\sqrt{E'}=\sqrt{E-E_g}
+r\left[\sqrt E-\sqrt{E-E_g}-\frac{E_g}{2\sqrt{E-E_g}}\right]+O(r^2).
$$

Squaring means multiplying the correction by $2\sqrt{E-E_g}$:

$$
E'=E-E_g+r\left[2\sqrt{E(E-E_g)}-2(E-E_g)-E_g\right]+O(r^2).
$$

The bracket equals $-\left[E+(E-E_g)-2\sqrt{E(E-E_g)}\right]$, which is minus a perfect square. Therefore

$$
E'=E-E_g-r\left(\sqrt E-\sqrt{E-E_g}\right)^2+O(r^2).
$$

The correction is the kinetic energy of the recoiling hole. The fast electron slows down, and the hole takes up the lost momentum.

The expansion requires $E-E_g\gg rE_g$. It fails close to threshold, where the square root that was expanded goes to zero; the full formula must be used there.

Applying the result repeatedly, and including the hole's share of the first excess, gives

$$
E_j\simeq E_j^{(0)}-r\left[E_0^{(0)}+\sum_{i=1}^{j}
\left(\sqrt{E_{i-1}^{(0)}}-\sqrt{E_i^{(0)}}\right)^2\right].
$$

The leading-order energies may be used inside the bracket because the bracket is already multiplied by $r$.

## When does the fourth pair survive?

The fourth pair needs a third collision, so the condition is $E_2\ge(1+r)E_g$. Insert the first-order result for $E_2$. On the left, $E_2^{(0)}-E_g=E_{\rm ph}-4E_g$ is the surplus. On the right, $E_g+E_0^{(0)}=E_{\rm ph}$. Thus

$$
E_{\rm ph}-4E_g\gtrsim r\left[E_{\rm ph}
+\left(\sqrt{E_0^{(0)}}-\sqrt{E_1^{(0)}}\right)^2
+\left(\sqrt{E_1^{(0)}}-\sqrt{E_2^{(0)}}\right)^2\right].
$$

With the energies above, the two squares are

$$
(\sqrt{2.33}-\sqrt{1.66})^2\simeq0.057\ \text{eV},\qquad
(\sqrt{1.66}-\sqrt{0.99})^2\simeq0.086\ \text{eV}.
$$

The condition is then $0.32\gtrsim3.14\,r$, or $r\lesssim0.10$. To first order, and with parabolic bands, this electron chain yields four pairs if the hole is at least about nine times as heavy as the electron. The surplus left by rounding down pays for momentum conservation. If $E_{\rm ph}/E_g$ were exactly four, the surplus would vanish and any nonzero $r$ would stop this chain before the fourth pair.

## Two worked cases

**Light electron.** Take the round model values $m_e=0.02$ and $m_h=0.38$ in free-electron masses, so $r=0.02/0.40=0.05$. The threshold is $1.05\times0.67=0.7035$ eV, and the electron starts with $0.95\times2.33=2.2135$ eV. Repeated use of the full formula gives:

| Collisions | Leading order (eV) | Full formula (eV) |
|---:|---:|---:|
| 0 | 2.33 | 2.2135 |
| 1 | 1.66 | 1.5405 |
| 2 | 0.99 | 0.8656 |
| 3 | 0.32 | 0.1830 |

The extra digits serve to compare the formulas within the model. For the first collision, the first-order hole recoil is

$$
0.05\left(\sqrt{2.2135}-\sqrt{1.5435}\right)^2\simeq0.003\ \text{eV},
$$

and $2.2135-0.67-0.003=1.5405$ eV, in agreement with the full formula to the digits shown. Most of the difference from leading order comes from the hole's share of the first excess, $0.05\times2.33\simeq0.12$ eV. The energy before the third collision, 0.8656 eV, is above threshold. Four pairs are kinematically allowed in this parabolic model.

The parabolic form is a strong assumption for so light an electron at energies well above the gap. A common two-band form replaces $E=p^2/2m_e$ by $E(1+E/E_g)=p^2/2m_e$, so the electron becomes heavier as it speeds up. With the same masses and a parabolic hole band, the largest electron energies are then 1.93, 1.23 and 0.51 eV after zero, one and two collisions. The last is below the gap, so this chain stops at three pairs. In that model four pairs require a hole about 36 times as heavy as the electron at the band edge.

**Equal masses.** Take $m_e=m_h=0.20$, so $r=0.5$. This is far outside the expansion, but the full threshold still applies. It is $1.5\times0.67=1.005$ eV for both carriers. Each starts with $2.33/2=1.165$ eV and can ionise once, giving three pairs. The total kinetic energy left is then

$$
3.00-3\times0.67=0.99\ \text{eV}.
$$

Even if one carrier held all of it, it would be below threshold. A fourth pair cannot be made by these collisions, although the energy limit is still four.

## Comparison with a real material

The gap is roughly that of germanium near room temperature, but the masses above are model choices and germanium's bands are neither isotropic nor direct at the smallest gap. Its direct gap is larger, roughly 0.8 eV. If every pair had to cross that gap, $3.00/0.80=3.75$ would allow three pairs. The indirect gap does not rule out four by total momentum: with the holes near the zone centre, four electrons in the same L valley, placed in pairs of opposite spin at equal and opposite small displacements from the L point, have total wavevector $4(\pi/a)(1,1,1)$, where $a$ is the cubic lattice constant, and this is a reciprocal lattice vector.

The collision chains above leave out phonon emission. With a rough optical phonon energy of 37 meV, nine emissions remove $9\times0.037=0.33$ eV, more than the 0.32 eV surplus. If they occur before the fourth pair is made, the ceiling falls to three. The count of nine depends on the gap: in cold germanium the gap is about 0.74 eV, the energy limit is still four, but the surplus is only a few hundredths of an eV, about one optical phonon. The parabolic light-electron chain already stops at three pairs for a gap of 0.72 eV. At a rough 0.1 ps per emission, typical of a carrier a few tenths of an eV above the band edge, one carrier needs about 0.9 ps for all nine. Carriers 1 to 2 eV above the edge have more final states and emit several times faster, roughly every 0.02 to 0.04 ps. The parabolic light-electron chain has less to spare: five emissions by the electron before its first collision already stop it at three pairs. The actual yield depends on the competition between ionisation and phonon emission, and these rates are not calculated here.

An applied field can raise the ceiling. In 0.1 MV/cm, or 0.01 V/nm, a carrier that loses no energy on the way gains the missing 0.35 eV over 35 nm. The count of four therefore does not limit the gain of an avalanche device.

Three other effects left out of the energy limit are smaller. At 300 K the thermal energy $k_BT$ is 25.9 meV, so the fifth pair lacks $13.5\,k_BT$. With the light-electron masses and a rough relative permittivity of 16, the hydrogenic binding energy of a pair is about 1 meV, against a deficit of $0.35/5=0.070$ eV per pair. With a rough refractive index of 4, the photon's momentum costs four such pairs at least about 0.09 meV of kinetic energy. The binding and the photon's momentum leave the energy limit at four. The photon's momentum matters more for the collision chains, because it changes how the first excess is shared: with the light-electron masses the starting electron energy moves by about $\pm0.012$ eV in the parabolic model and $\pm0.018$ eV in the two-band form, depending on the direction of the electron. For $m_e=0.02$ the required mass ratios of about 9 and 36 then spread over roughly 8 to 10 and 34 to 37. At 300 K the limit is no longer strict, but a fifth pair would have to draw many times $k_BT$ from the crystal.
